# Welton's jitter estimate of the Lamb shift and its two cutoffs, part 2

The vacuum field displaces a bound electron by a small random $\delta\mathbf r$ and shifts its level. The Lamb shift is the $2s_{1/2}$–$2p_{1/2}$ splitting. The model is a spinless nonrelativistic electron (charge $-e$, mass $m$), a fixed point nucleus of charge $Ze$, first order in $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, and $Z\alpha\ll1$, in SI units. Here $V=-Z\alpha\hbar c/r$, $\lambda_C=\hbar/mc$, $a_0=\lambda_C/\alpha$, $a=a_0/Z$, $E_h=\alpha^2mc^2$, $\mathrm{Ry}=E_h/2$.

By isotropy, the first surviving scalar linear in $V$ is $\nabla^2V$. Free response between $\omega_{\min}$ and $\omega_{\max}$, with $L=\ln(\omega_{\max}/\omega_{\min})$, gives

$$\langle\delta r^2\rangle=\frac{2\alpha}{\pi}\,\lambda_C^2\,L .$$

$$\Delta E=\tfrac16\langle\delta r^2\rangle\langle\nabla^2V\rangle=\tfrac16\langle\delta r^2\rangle\,4\pi Z\alpha\hbar c\,|\psi(0)|^2 .$$

For $s$ states $|\psi(0)|^2=1/(\pi n^3a^3)$; for $l>0$ it vanishes. Exact averaging over displacements of length $s\ll a$, which replaces $1/r$ by $1/\max(r,s)$, agrees.

The upper cutoff is $\hbar\omega_{\max}\sim mc^2$. A lower cutoff at $c/a$ gives $L=\ln(1/Z\alpha)$; one at the orbital frequency gives $L=\ln[1/(Z\alpha)^2]+C$, $C=O(1)$.

Second-order perturbation theory uses photons of wave vector $\mathbf q$, polarization $\boldsymbol\epsilon$ and energy $k=\hbar\omega$ up to $K$, and $H=p^2/2m+V$. The level studied is $|0\rangle$, with $\mathbf p_{n0}=\langle n|\mathbf p|0\rangle$ and $\Delta_n=E_n-E_0$. In the dipole approximation (mode function $e^{-i\mathbf q\cdot\mathbf r}$ set to one),

$$\Delta E^{(2)}=-\frac{2\alpha}{3\pi m^2c^2}\int_0^Kdk\sum_n|\mathbf p_{n0}|^2\,\frac{k}{\Delta_n+k}.$$

Subtracting the free-electron part, already in the measured mass, leaves

$$\Delta E=\frac{2\alpha}{3\pi m^2c^2}\int_0^Kdk\sum_n\frac{|\mathbf p_{n0}|^2\Delta_n}{\Delta_n+k}.$$

With $D=\sum_n|\mathbf p_{n0}|^2\Delta_n$,

$$D=\frac{\hbar^2}2\langle\nabla^2V\rangle .$$

For $s$ states, with weights $w_n=|\mathbf p_{n0}|^2\Delta_n/D$, $\sum_nw_n=1$, and the switch $S(k)$,

$$\Delta E=\frac16\,\frac{2\alpha}{\pi}\lambda_C^2\,\langle\nabla^2V\rangle\int_0^K\frac{dk}{k}\,S(k),\qquad S(k)=\sum_nw_n\,\frac{k}{k+\Delta_n}.$$

Levels below $|0\rangle$ are treated by principal value, giving $|\Delta_n|$ in logarithms.

The closing number list also includes checks of the mode counting in a box, of the smearing formula, and of $S$ in a one-dimensional one-mode model.

### Why nothing happens at $\omega=c/a$

The dipole approximation appears to fail when $qa\gtrsim1$, which is half of the logarithmic band. Keep the mode function. Since $\boldsymbol\epsilon\cdot\mathbf q=0$, it commutes with $\boldsymbol\epsilon\cdot\mathbf p$, and the sum over states is $\langle0|\boldsymbol\epsilon\cdot\mathbf p\;e^{i\mathbf q\cdot\mathbf r}(H-E_0+k)^{-1}e^{-i\mathbf q\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|0\rangle$. The two exponentials leave $V(\mathbf r)$ alone and shift the momentum, $e^{i\mathbf q\cdot\mathbf r}\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=\mathbf p-\hbar\mathbf q$. With $\hbar q=k/c$ the denominator becomes

$$H-E_0+k\Big(1-\frac{\hat{\mathbf q}\cdot\mathbf p}{mc}+\frac{k}{2mc^2}\Big).$$

The wavelength enters only through a Doppler term, of relative size $v/c\sim Z\alpha$ at every $k$, and a recoil term, of relative size $k/2mc^2$. Neither becomes large at $k=\hbar c/a$, where both are of order $Z\alpha$. The Doppler term cancels at first order between $\hat{\mathbf q}$ and $-\hat{\mathbf q}$. At second order it adds an integrand of order $p^4/m^2c^2$ that rises to a constant once $k$ is far above the excitation energies, so its integral is dominated by $k\sim mc^2$ and does not change the leading logarithm. The dipole form therefore holds for the logarithm up to $k\sim mc^2$, and the recoil term shows that the band ends there.

### The Bethe logarithm

The integral over $k$ is elementary:

$$L(K)=\int_0^K\frac{dk}kS(k)=\sum_nw_n\ln\Big(1+\frac K{\Delta_n}\Big)=\sum_nw_n\ln\frac K{\Delta_n}+\sum_nw_n\ln\Big(1+\frac{\Delta_n}K\Big).$$

The last sum vanishes as $K\to\infty$. The substitution $\mathbf r=a\boldsymbol\rho$ turns the Coulomb Hamiltonian into $Z^2E_h\,(-\tfrac12\nabla_\rho^2-1/\rho)$, so every $\Delta_n$ is $Z^2E_h$ times a pure number and the weights are pure numbers. Define the Bethe logarithm by $\ln k_0=\sum_nw_n\ln(\Delta_n/Z^2\mathrm{Ry})$. It depends on the state but on neither $Z$ nor $\alpha$. The effective lower cutoff is $\hbar\omega_{\min}=k_0Z^2\,\mathrm{Ry}=\tfrac12k_0(Z\alpha)^2mc^2$, and for a sharp upper cutoff at $K=mc^2$,

$$L_{\rm B}=\ln\frac{mc^2}{k_0Z^2\mathrm{Ry}}=\ln\frac1{(Z\alpha)^2}+\ln2-\ln k_0 .$$

The coefficient of $\ln(1/Z\alpha)$ is 2.

The weight reaches far into the continuum, and its tail can be found in closed form. From $[H,\mathbf p]=i\hbar\nabla V$ follows $\Delta_n\mathbf p_{n0}=i\hbar\langle n|\nabla V|0\rangle$. For a final electron of wave number $\kappa\gg1/a$ the state $|n\rangle$ is nearly a plane wave, $\Delta\approx\hbar^2\kappa^2/2m$, and the integral is controlled by the singularity of $\nabla V$ at the origin, where $\psi\approx\psi(0)$. The Fourier transform of $1/r$ is $4\pi/\kappa^2$, so that of $\nabla V$ has magnitude $4\pi Z\alpha\hbar c/\kappa$. With $4\pi\kappa^2d\kappa/(2\pi)^3=\kappa^2d\kappa/2\pi^2$ states per unit volume and $D=2\pi Z\alpha\hbar^3c|\psi(0)|^2$,

$$w(\kappa)\,d\kappa=\frac{\hbar^2(4\pi Z\alpha\hbar c/\kappa)^2|\psi(0)|^2}{\hbar^2\kappa^2/2m}\,\frac{\kappa^2d\kappa}{2\pi^2}\,\frac1D=\frac8\pi\,\frac{d\kappa}{a\kappa^2},$$

where $Z\alpha mc/\hbar=1/a$ was used. The tail is the same for all $s$ states. It falls fast enough for $\ln k_0$ to converge, but slowly: the fraction of weight above $\kappa$ is $8/(\pi\kappa a)$ for large $\kappa a$, so a sizeable part of the weight lies at many Rydbergs. It also fixes the neglected sum. With $\Delta/K=x^2$, $\kappa=x\sqrt{2mK}/\hbar$, and $\int_0^\infty x^{-2}\ln(1+x^2)\,dx=\pi$ (integration by parts leaves $\int_0^\infty2\,dx/(1+x^2)$),

$$\sum_nw_n\ln\Big(1+\frac{\Delta_n}K\Big)\approx\frac{8\hbar}{a\sqrt{2mK}}=4\sqrt2\,Z\alpha\quad\text{at }K=mc^2 .$$

This term comes from intermediate electrons with $\Delta\sim mc^2$, which the model does not describe. It shows that the formula for $L_{\rm B}$ has corrections of order $Z\alpha$, but its coefficient is a property of the sharp cutoff and not a prediction.

### Computing the weights

For an $s$ state $\psi=R(r)/\sqrt{4\pi}$ and $\nabla\psi=R'\hat{\mathbf r}/\sqrt{4\pi}$. The $z$ component is $R'\cos\theta/\sqrt{4\pi}=R'Y_{10}/\sqrt3$, and the $x$ and $y$ components are alike. Summing the three squared overlaps with a $p$ level of reduced radial function $u_n$ gives $|\mathbf p_{n0}|^2=\hbar^2\big(\int u_n\,rR'\,dr\big)^2$. Every sum above is then of the form $\langle f|F(H_1)|f\rangle$, where $f=rR'$ and $H_1=-(\hbar^2/2m)\,d^2/dr^2+\hbar^2/(mr^2)+V$ is the radial Hamiltonian for $l=1$. Such a quantity can be evaluated by representing $H_1$ in a finite basis that describes $f$ well and diagonalizing it, so that bound states and continuum are replaced by a finite set of pseudo-states. The program uses piecewise polynomials (B-splines) on knots whose spacing grows exponentially from a small fraction of $a_0$, which resolves the high-$\kappa$ tail. As a second road it sums the analytic hydrogenic dipole strengths over bound states and integrates them over the continuum. Those closed forms are not derived here and serve only as a check; the program asserts that they satisfy the sum rule for $D$.

In the spline basis the sum rule for hydrogen $2s$ gives $0.25$ in units of $mE_h^2$, against the exact $2Z^4/n^3=1/4$. The two roads give $\ln k_0=2.9841$ and $2.9841$ for $1s$, and $2.8117$ and $2.8118$ for $2s$, that is $k_0=19.77$ and $16.64$. The constant depends on the state. For $2s$, whose ionization energy is $\mathrm{Ry}/4$, the effective excitation energy is $4\times16.64\approx67$ times the ionization energy. A guess of $\omega_{\min}$ from the binding energy of the level would miss $L$ by about four units.

Three further tests bear on the choice of logarithm. Repeating the $2s$ calculation for $Z=3$ in the same, unscaled basis gives $\omega_{\min}\propto Z^{1.9999}$, where a cutoff at $c/a$ would scale as $Z^1$. Reducing $\alpha$ tenfold raises $K=mc^2=E_h/\alpha^2$ a hundredfold in atomic units, and $L(K)$ rises by $1.9843$ per unit of $\ln(1/\alpha)$. The shortfall from 2 is explained by the tail term, which drops from $4\sqrt2\,\alpha=0.0413$ to a tenth of that and predicts $2-0.9\times0.0413/\ln10=1.984$. Finally, the switch is $S=0.263$ at $k=E_h$ and $S=0.821$ at $k=\hbar c/a_0$, and the modes below $c/a_0$ contribute $3.21$ units to $L$.

## The upper cutoff

The model ends near $mc^2$, but it does not say how. Let $y=k/mc^2$, take the simple lower switch $y/(y+\eta)$ with $\eta=\alpha^2$, and multiply by a factor $T(y)$ that turns the integrand off. A sharp step at $y=1$ gives $\ln(1+1/\eta)$, so $C\to0$. For $T=e^{-y}$, integration by parts gives

$$\int_0^\infty\frac{e^{-y}dy}{y+\eta}=-\ln\eta+\int_0^\infty e^{-y}\ln(y+\eta)\,dy\;\to\;\ln\frac1\eta-\gamma,$$

where Euler's constant is $\gamma=-\int_0^\infty e^{-y}\ln y\,dy$. For $T=1/(1+y/2)$, partial fractions give

$$\int_0^\infty\frac{2\,dy}{(y+\eta)(y+2)}=\frac2{2-\eta}\ln\frac2\eta\;\to\;\ln\frac1\eta+\ln2 .$$

Quadrature at the physical $\eta$ gives $C=-0.5767$ and $C=+0.6934$, asserted to agree with $-\gamma$ and $\ln2$ within $0.002$; the remaining differences are of the size $\eta\ln(1/\eta)\approx5\times10^{-4}$ dropped in the limits above. The second shape is built from the recoil factor found above, but it is only an illustration. If $k$ is replaced by $k'=k(1+y/2)$ in the denominator and the Doppler term is ignored, the subtracted integrand is $k\Delta_n/[k'(k'+\Delta_n)]$, which corresponds to $T=(1+y/2)^{-2}$. With $t=y/2$ the antiderivative of $1/[t(1+t)^2]$ is $\ln[t/(1+t)]+1/(1+t)$, and the constant is $\ln2-1$. All these shapes turn off near $mc^2$, all leave the coefficient of the logarithm unchanged, and they differ in $C$ by amounts of order one. None of them is the true one, because at $k\sim mc^2$ the electron is relativistic, its spin couples to the field, and intermediate states with pairs appear.

## Hydrogen $2s$ in numbers

The inputs are $\alpha=0.0072974$, $\lambda_C=3.8616\times10^{-13}$ m, $a_0=5.2918\times10^{-11}$ m and $mc^2=8.1871\times10^{-14}$ J, with infinite nuclear mass. The three frequencies are $mc^2/\hbar=7.763\times10^{20}\,\mathrm{s^{-1}}$, $c/a_0=5.665\times10^{18}\,\mathrm{s^{-1}}$ and $E_h/\hbar=4.134\times10^{16}\,\mathrm{s^{-1}}$, each $1/\alpha=137.04$ times the next.

The jitter per unit of $L$ is $(2\times0.0072974/\pi)(3.8616\times10^{-13}\,\mathrm m)^2=6.9275\times10^{-28}\,\mathrm{m^2}$. For $L=\ln(1/\alpha^2)=9.8405$ the mean square is $6.817\times10^{-27}\,\mathrm{m^2}$ and the rms displacement is $8.26\times10^{-14}$ m, which is $0.214\,\lambda_C$ and $0.00156\,a_0$. The condition $s\ll a$ holds well. The displacement is smaller than $\lambda_C$, the length below which a one-particle position loses its meaning, so it should be read as a bookkeeping quantity for the coefficient of $\nabla^2V$, justified by the sum rule, and not as a resolvable motion.

The source strength is $4\pi\alpha\hbar c=4\pi\alpha\,mc^2\lambda_C=2.8992\times10^{-27}$ J m, and $|\psi_{2s}(0)|^2=1/(8\pi a_0^3)=2.6851\times10^{29}\,\mathrm{m^{-3}}$. The shift per unit of $L$ is

$$\tfrac16\times6.9275\times10^{-28}\times2.8992\times10^{-27}\times2.6851\times10^{29}\ \mathrm J=8.988\times10^{-26}\ \mathrm J=h\times135.6\ \mathrm{MHz}.$$

The computed lower cutoff is $\omega_{\min}=16.639\times\tfrac12\times4.1341\times10^{16}\,\mathrm{s^{-1}}=3.44\times10^{17}\,\mathrm{s^{-1}}$, about 8 times $E_h/\hbar$ and 16 times below $c/a_0$. It gives $L_{\rm B}=9.8405+\ln2-2.8118=7.7219$, so that $C=-2.12$ for the sharp upper cutoff.

| lower cutoff | $L$ | $\Delta E$ (J) | $\Delta E/h$ (MHz) |
|---|---|---|---|
| $c/a_0$ | 4.92 | $4.42\times10^{-25}$ | 667 |
| $E_h/\hbar$ | 9.84 | $8.84\times10^{-25}$ | 1335 |
| $k_0\mathrm{Ry}/\hbar$ | 7.72 | $6.94\times10^{-25}$ | 1047 |

Relative to the last row, the first is 36% low and the second 27% high. At the physical $\alpha$ the correct leading logarithm is thus not much closer than the one with half the coefficient, because $C=-2.12$ is not small against $9.84$. The two differ in how they behave as $Z\alpha\to0$: the error of the second row in $L$ stays at $2.12$, while that of the first, $L_{\rm B}-\ln(1/Z\alpha)=\ln(1/Z\alpha)+\ln2-\ln k_0$, grows without bound and tends to half of $L_{\rm B}$.

The full integral with $K=mc^2$ is $L(K)=7.7621$, above $L_{\rm B}$ by $0.040$, close to the tail estimate $0.041$. Of this total, $3.2092$ units, or $3.2092\times135.6=435$ MHz, come from modes below $c/a_0$, which the first row discards. The remaining $7.7621-3.2092=4.55$ units come from above $c/a_0$. This is less than $\ln(1/\alpha)=4.92$ because $S$ is still below one there.

A factor of 2 in either cutoff costs $h\times94$ MHz, which is 9% of the last row. The two smooth upper cutoffs move the result by $-0.577\times135.6=-78$ MHz and $+94$ MHz. The choice of upper cutoff alone thus makes the last row uncertain by about ten per cent. Its value, about $1.0$ GHz, is consistent with the measured splitting of roughly 1 GHz. Its further digits belong to the choice $K=mc^2$ with a sharp edge.

## Where the logarithm stops leading

For hydrogen-like gallium, Ga$^{30+}$, with $Z=31$ and the same nonrelativistic point-nucleus formulas, $Z\alpha=0.226$. The $2s$ shift per unit of $L$ is $31^4$ times the hydrogen value, $8.30\times10^{-20}$ J or $0.518$ eV. The leading logarithm is $\ln[1/(Z\alpha)^2]=2.97$, hardly more than $\ln k_0=2.81$, and $L_{\rm B}=2.9725+\ln2-2.8118=0.854$. The corresponding shifts are $2.47\times10^{-19}$ J ($1.54$ eV) and $7.09\times10^{-20}$ J ($0.44$ eV). The integral with finite $K=mc^2$ gives $L=1.77$, twice $L_{\rm B}$. The difference, $0.92$, is below the small-$Z\alpha$ estimate $4\sqrt2\times0.226=1.28$, which is no longer accurate when $K$ is not far above the typical $\Delta_n$. The ratio $\omega_{\max}/\omega_{\min}=e^{0.854}$ is little more than 2, so no wide band of free nonrelativistic response exists. The three values of $L$ span more than a factor of three, and only the scale, of order $\alpha(Z\alpha)^4mc^2/n^3$, survives. A wide band requires $\tfrac12k_0(Z\alpha)^2\ll1$, and because $k_0$ is large the band closes already at $Z\alpha\approx0.35$ for $2s$. This condition is necessary but not sufficient, because the term of order $Z\alpha$ must also be small against $L_{\rm B}$: at $Z=15$, where $\tfrac12k_0(Z\alpha)^2=0.10$, the finite-$K$ integral gives $2.81$ against $L_{\rm B}=2.31$.

## What the picture fixes and what it cannot

To leading order in $\alpha$ and $Z\alpha$, the jitter argument fixes the prefactor $(4\alpha/3\pi)(Z\alpha)^4mc^2/n^3$, the upward sign, the restriction of the logarithm to $s$ states and, once the lower end of the band is put at the excitation energies, the coefficient 2 of $\ln(1/Z\alpha)$. It cannot fix any term of order $\alpha(Z\alpha)^4mc^2$ that comes without the logarithm, and there are several.

The low-frequency constant $\ln k_0$ requires the spectrum of the bound electron. It lies outside the free-response picture but inside the nonrelativistic quantum model, and it was computed above. It differs between $1s$ and $2s$, so the shifts do not scale exactly as $1/n^3$.

The high-frequency constant depends on the region $k\sim mc^2$ and cannot be obtained from the nonrelativistic model at all. It requires the relativistic one-loop vertex.

The shifts of levels with $l>0$ vanish in the picture because $D=0$. In the quantum formula $D=0$ removes only the term in $\ln K$, and for $K$ far above the excitation energies the sum $-\sum_n|\mathbf p_{n0}|^2\Delta_n\ln|\Delta_n|$ remains, with nothing to make it vanish. The measured quantity is a difference of $2s$ and $2p$ levels and contains it.

The anomalous magnetic moment changes the spin-dependent fine structure, which is of order $(Z\alpha)^4mc^2$, by a relative amount of order $\alpha$. A spinless model has no such term.

Vacuum polarization modifies the potential of the nucleus and not the motion of the electron. It is of relative order $\alpha$ and has a range of order $\lambda_C$, because a virtual pair costs at least $2mc^2$. The symmetry argument of the opening then gives it the form $\alpha\lambda_C^2\nabla^2V$ times a number. No low frequencies are involved, so there is no large logarithm, and the jitter supplies neither the number nor its sign.

Two further effects lie outside the assumption of a fixed point nucleus. A finite nuclear mass $M$ changes $|\psi(0)|^2$ and the response at relative order $m/M$. A finite nuclear size smears the potential through the same exact average as above, with the mean square charge radius in place of $\langle\delta r^2\rangle$, and that radius is an input from nuclear physics.

## Numbers as computed

```
alpha = 0.0072974 
1/alpha = 137.04 
hbar/mc = 3.8616e-13 m
a0 = 5.2918e-11 m
mc^2 = 8.1871e-14 J
Eh = alpha^2 mc^2 = 4.3597e-18 J
Ry = Eh/2 = 2.1799e-18 J
w_max = mc^2/hbar = 7.7634e+20 1/s
c/a0 = 5.6653e+18 1/s
Eh/hbar = 4.1341e+16 1/s
box mode sum / jitter formula = 0.99931 
one-mode model: first gap (model units) = 1.2104 
one-mode exact/Welton at w=200 = 0.99353 
one-mode exact/Welton at w=0.05 = 0.039057 
(2 alpha/pi)(hbar/mc)^2 = 6.9275e-28 m^2
H: ln(1/alpha) = 4.9202 
H: ln(1/alpha^2) = 9.8405 
H: <dr^2> at L=ln(1/alpha^2) = 6.817e-27 m^2
H: rms jitter = 8.2565e-14 m
H: rms/(hbar/mc) = 0.21381 
H: rms/a0 = 0.0015603 
H: |psi_2s(0)|^2 = 2.6851e+29 1/m^3
H 2s Gaussian smear / formula = 0.99809 
H 2s shell smear / formula = 0.99844 
H 2p Gaussian smear / h = 135.19 Hz
C, exponential upper cutoff = -0.57667 
C, recoil-type upper cutoff = 0.69343 
2s sum rule, splines (Eh^2 m, exact 1/4) = 0.25 
ln k0 1s splines = 2.9841 
ln k0 1s closed form = 2.9841 
ln k0 2s splines = 2.8117 
ln k0 2s closed form = 2.8118 
k0 1s = 19.769 
k0 2s = 16.639 
H 2s: w_min = k0 Ry/hbar = 3.4395e+17 1/s
power of Z in w_min (Z=1 to 3) = 1.9999 
slope dL/dln(1/alpha) = 1.9843 
2s S(k=Eh) = 0.26257 
2s S(k=hbar c/a0) = 0.82087 
2s part of L from below c/a0 = 3.2092 
H 2s: L Bethe = 7.7219 
H 2s: C = L Bethe - ln(1/alpha^2) = -2.1186 
H 2s: L with ln(1+K/D), K=mc^2 = 7.7621 
H 2s shift per unit L = 8.9879e-26 J = h x 135.6 MHz
H 2s shift per ln 2 = 6.2299e-26 J = h x 94.0 MHz
H 2s shift L=ln(1/alpha) = 4.4222e-25 J = h x 667.4 MHz
H 2s shift L=ln(1/alpha^2) = 8.8445e-25 J = h x 1334.8 MHz
H 2s shift L Bethe = 6.9403e-25 J = h x 1047.4 MHz
Ga30+: Z alpha = 0.22622 
Ga30+: ln(1/(Z alpha)^2) = 2.9725 
Ga30+ 2s: L Bethe = 0.85389 
Ga30+ 2s: L with ln(1+K/D), K=mc^2 = 1.7733 
Ga30+ 2s shift per unit L = 8.3005e-20 J = 0.518 eV
Ga30+ 2s shift leading log = 2.4673e-19 J = 1.540 eV
Ga30+ 2s shift L Bethe = 7.0877e-20 J = 0.442 eV
```
